# Potential Maps of Random Interface Dipoles by Fourier Filtering

## Definitions and conventions

Atomic units are used in the algebra: $e=\hbar=m_e=4\pi\epsilon_0=1$. Numbers are in eV and angstrom, with areal densities in cm$^{-2}$ and fields in MV/cm. The potential $\phi$ is the potential energy of a positive unit charge; an electron's energy has the opposite sign.

Point dipoles lie in the plane $z=0$, normal to it, with moments $p_i$ counted positive towards $z>0$. Maps are wanted in the plane $z>0$. The cell is a square of side $L$ and area $A=L^2$, repeated periodically. For any function of the in-plane position $\mathbf r$,

$$f(\mathbf r)=\sum_{\mathbf q}f_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad f_{\mathbf q}=\frac1A\int_A f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r .$$

The dipole density $P(\mathbf r)=\sum_i p_i\delta(\mathbf r-\mathbf r_i)$ therefore has coefficients $P_{\mathbf q}=A^{-1}\sum_i p_ie^{-i\mathbf q\cdot\mathbf r_i}$, and $P_0$ is its mean.

The statistical model is as follows. Positions are independent and uniform, the number $N$ is Poisson distributed with mean $\bar N=nA$, and moments are independent of positions and of each other. They have mean $\mu$, standard deviation $s$ and $m_k=\langle p^k\rangle$, so $m_2=\mu^2+s^2$. The medium is first taken as uniform, with permittivity $\epsilon$.

## The filter for nonzero wavevector

A charge sheet $\sigma_{\mathbf q}$ at $z'$ gives a potential obeying $\phi''=q^2\phi$ away from the sheet. The decaying solution is $a e^{-q|z-z'|}$. Gauss's law requires $-\epsilon\phi'$ to rise by $4\pi\sigma_{\mathbf q}$ across the sheet, so $2\epsilon qa=4\pi\sigma_{\mathbf q}$ and $a=2\pi\sigma_{\mathbf q}/(\epsilon q)$.

Represent the dipoles by sheets $\pm P_{\mathbf q}/d$ at $z'=\pm d/2$. Above both,

$$\phi_{\mathbf q}=\frac{2\pi P_{\mathbf q}}{\epsilon qd}\left[e^{-q(z-d/2)}-e^{-q(z+d/2)}\right]
=\frac{2\pi P_{\mathbf q}}{\epsilon}e^{-qz}\,\frac{\sinh(qd/2)}{qd/2}.$$

For $d\to0$ the last factor tends to one:

$$\boxed{\phi_{\mathbf q}(z)=\frac{2\pi}{\epsilon}P_{\mathbf q}e^{-qz},\qquad q\ne0,\ z>0.}$$

Below the plane the sign is reversed, so the potential jumps by $D_{\mathbf q}=4\pi P_{\mathbf q}/\epsilon$ across it. The filter passes half of this jump, attenuated with distance.

## The zero-wavevector term

At $q=0$ the equation is $\phi''=0$. Its solutions are linear, nothing decays, and the jump $D_0=4\pi P_0/\epsilon$ does not fix the potential on either side. The contacts do. Two cases matter.

1. An isolated sheet with no external field and a symmetric reference has $\phi=\pm D_0/2$. This agrees with the filter continued to $q=0$.
2. With a grounded gate at $z=-T$ and field-free silicon, the displacement vanishes throughout the insulator. The potential is flat on each side, zero on the gate side and $D_0$ on the channel side.

The second case describes the flat-band shift of a gate stack, and its mean is twice that of the first. The filter must therefore be applied to $q\ne0$ alone, and the mean added afterwards.

A sum over point dipoles and their images, each giving $pz/(\epsilon r^3)$ at distance $r$, belongs to the first case, because

$$\int\frac{z\,d^2\rho}{(\rho^2+z^2)^{3/2}}=2\pi .$$

Such a sum was compared with the filtered map plus $2\pi P_0/\epsilon$, for three dipoles and four field points at $z=10$ Å. The largest difference was $2.1\times10^{-5}$ of the peak potential of the largest dipole.

## Algorithm

The grid has $M\times M$ nodes and spacing $h=L/M$.

```
once:
    q[k] = length of each grid wavevector
    F[k] = (2*pi/eps) * exp(-q[k]*z);  F[0] = 0
for each map:
    N = Poisson(n*A)
    rho = zeros(M, M)
    repeat N times:
        choose a node uniformly; draw a moment p
        rho[node] += p / h^2
    phi = inverseFFT( F * FFT(rho) )
    phi += (4*pi/eps) * mean(rho)    # grounded gate, field-free Si
```

The inverse transform must carry the factor $1/M^2$. Dividing by $h^2$ turns a moment into a density. For an isolated sheet the last line has $2\pi$ instead of $4\pi$.

One map costs $O(N+M^2\log M)$ operations and $O(M^2)$ storage. A direct sum costs $O(NM^2)$ even before images are included. Several distances can share the forward transform.

## Variance from the reciprocal sum

By Parseval's theorem the spatial variance of one map is $V=\sum_{\mathbf q\ne0}|\phi_{\mathbf q}|^2$. Its ensemble mean requires

$$\langle|P_{\mathbf q}|^2\rangle=\frac1{A^2}\left\langle\sum_ip_i^2+\sum_{i\ne j}p_ip_je^{-i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\right\rangle .$$

For $q\neq0$ the average of $e^{-i\mathbf q\cdot\mathbf r_i}$ over the cell is zero, so the pair term vanishes. The first term gives $\bar Nm_2/A^2=nm_2/A$. Averaging over grid nodes gives the same zero for every retained nonzero wavevector, so choosing nodes preserves the white spectrum. Hence

$$\boxed{\sigma^2=\langle V\rangle=\left(\frac{2\pi}{\epsilon}\right)^2\frac{nm_2}{A}\sum_{\mathbf q\ne0}e^{-2qz}.}$$

It is $m_2$ that enters, not $s^2$: identical dipoles also produce fluctuations, through their random positions.

The mean needs its own variance. For a Poisson number, $\mathrm{Var}(\sum p_i)=\bar Ns^2+\bar N\mu^2=\bar Nm_2$, so the grounded-gate jump has standard deviation

$$\sigma_{D_0}=\frac{4\pi}{\epsilon}\sqrt{\frac{nm_2}{A}} .$$

This is a variation between cells, not within one map. With $N$ held fixed, $m_2$ would be replaced here by $s^2$.

### Large cells and the finite-cell correction

Differentiating $\int_0^\infty J_0(qR)e^{-qa}dq=(R^2+a^2)^{-1/2}$ with respect to $a$ and setting $a=2z$ gives

$$K(R)=\int\frac{d^2q}{(2\pi)^2}e^{-2qz}e^{i\mathbf q\cdot\mathbf R}=\frac{1}{2\pi}\frac{2z}{(R^2+4z^2)^{3/2}} .$$

Poisson summation states that $A^{-1}\sum_{\mathbf q}e^{-2qz}=\sum_{\mathbf R}K(R)$, with $\mathbf R$ the cell translations. The term $R=0$ is $1/(8\pi z^2)$. For $L\gg z$ the others are approximately $z/(\pi R^3)$. Removing $q=0$ subtracts $1/A$:

$$\frac1A\sum_{\mathbf q\ne0}e^{-2qz}=\frac1{8\pi z^2}-\frac1A+\frac{zS_3}{\pi L^3}+\cdots,$$

where $S_3=9.0336$ is the sum of $1/R^3$ over a unit square lattice without its origin. In the large-cell limit,

$$\sigma_\infty^2=\frac{4\pi^2}{\epsilon^2}\frac{nm_2}{8\pi z^2}=\frac{\pi nm_2}{2\epsilon^2z^2}.$$

Real space gives the same result: for Poisson positions the variance is $nm_2$ times the integral of the squared unit-dipole potential, and $\int z^2(\rho^2+z^2)^{-3}d^2\rho=\pi/(2z^2)$.

### Correlation, field and skewness

The phase $e^{i\mathbf q\cdot\mathbf r}$ in the sum gives the correlation between points a distance $r$ apart. Neglecting image terms and dividing by the value at $r=0$,

$$c(r)=\frac{(1+r^2/4z^2)^{-3/2}-8\pi z^2/A}{1-8\pi z^2/A}.$$

In a large cell it falls to one half at $r_{1/2}=2z\sqrt{2^{2/3}-1}$. In the uniform medium the lateral scale is set by the distance to the dipoles, not by their spacing; layers and screening change it.

The normal field carries an additional factor $q^2$ in its variance. Since $\int_0^\infty q^3e^{-2qz}dq=3/(8z^4)$ and $\int_0^\infty qe^{-2qz}dq=1/(4z^2)$, its rms value is $\sigma_\infty\sqrt{3/2}/z$.

The third cumulant is $nm_3$ times the integral of the cubed unit-dipole potential, $2\pi/(7\epsilon^3z^4)$. Dividing by $\sigma_\infty^3$ gives the skewness

$$\gamma=\frac{2\pi}{7}\left(\frac2\pi\right)^{3/2}\frac{m_3}{m_2^{3/2}\sqrt n\,z}.$$

For a given distribution of moments, the skewness becomes small when many dipoles lie within an area of order $z^2$. It is zero when $m_3$ vanishes.

### Scatter of a single map

The reciprocal sum is an ensemble mean. Write $V=\sum_{ij}p_ip_jW(\mathbf r_i-\mathbf r_j)$, where

$$W(\mathbf r)=\left(\frac{2\pi}{\epsilon A}\right)^2\sum_{\mathbf q\ne0}e^{-2qz}e^{i\mathbf q\cdot\mathbf r}.$$

The diagonal part is $W(0)\sum_ip_i^2$, with variance $\bar Nm_4W(0)^2$. An unordered pair contributes $2p_ip_jW$. Because $W$ averages to zero over the cell, different pairs are uncorrelated with each other and with the diagonal part. There are $\bar N^2/2$ pairs on average, giving a variance $2\bar N^2m_2^2\overline{W^2}$, where the bar on $W^2$ is a cell average. With $\langle V\rangle=\bar Nm_2W(0)$ and Parseval's theorem for $W$,

$$\frac{\mathrm{Var}(V)}{\langle V\rangle^2}=\frac{2\sum_{\mathbf q\ne0}e^{-4qz}}{\left(\sum_{\mathbf q\ne0}e^{-2qz}\right)^2}+\frac{m_4}{m_2^2nA}.$$

One map should be judged against this scatter, not against the rounding error of the transform.

## Worked example

The rough inputs are $n=10^{14}$ cm$^{-2}=0.01$ Å$^{-2}$, normally distributed moments with $\mu=0.6$ and $s=0.2$ e Å, and $\epsilon=3.9$. Thus $m_2=0.36+0.04=0.40$ (e Å)$^2$. The cell has $L=640$ Å and $h=2.5$ Å. In these units each potential acquires the factor $C=14.3996$ eV Å.

The mean jump for a grounded gate is

$$D_0=\frac{4\pi(14.3996)(0.01)(0.6)}{3.9}=0.278\ \text{eV}.$$

Using the filter's limit at $q=0$ would give 0.139 eV. At $z=10$ Å the large-cell fluctuation is

$$\sigma_\infty=\frac{14.3996}{3.9\times10}\sqrt{\frac{\pi(0.01)(0.40)}2}=0.0293\ \text{eV}.$$

The finite-cell terms, in Å$^{-2}$, are $3.9789\times10^{-4}-0.0244\times10^{-4}+0.0011\times10^{-4}=3.9556\times10^{-4}$, as the explicit sum also gives. The resulting $\sigma$ is 0.0292 eV, or 29 meV, slightly above the thermal energy at 300 K.

| $z$ (Å) | $\sigma$, sum (eV) | $\sigma$, 300 maps (eV) |
|---|---|---|
| 5 | 0.05849 | 0.05863 ± 0.00006 |
| 10 | 0.02918 | 0.02932 ± 0.00005 |
| 20 | 0.01447 | 0.01458 ± 0.00005 |

The map values are 0.2 to 0.8 % high, between two and three standard errors. The three rows use the same dipole draws, so they are not independent evidence of a bias. The derivation contains no missing term of this size; chance is the likely explanation, though this run alone does not prove it. The test accepted differences below four standard errors in the variance.

The variance of one map scatters by 5.8 % in theory and 5.9 % in the ensemble. The standard deviation of the jump is 4.6 meV in theory and 4.9 meV in the maps; 300 maps determine such a value to about 4 %. The large-cell correlation half-length is 15.3 Å, or 1.53 nm (15.25 Å in this cell), and the rms normal field is 0.36 MV/cm. In the gate stack treated below the half-length is 18.9 Å without screening and 11.3 Å with the screening sheet at the silicon surface.

The first map has 3996 dipoles, a mean of 0.268 eV and a standard deviation of 0.0291 eV. Its mean lies 2.4 standard deviations below the ensemble mean, an uncommon draw. Its extremes are 0.195 and 0.440 eV, respectively 2.5 and 5.9 map standard deviations from its mean. The minimum is typical; the maximum is high, since the median over maps is about 4.9 and only some 6 % of maps reach 5.9. This asymmetry has the sign expected from the skewness: $m_3=\mu^3+3\mu s^2=0.288$ (e Å)$^3$ gives $\gamma\simeq0.52$. A Gaussian distribution with the same variance would misrepresent the tails.

## Replacing the uniform medium by a gate stack

Let the interlayer ($\epsilon_1$) occupy $0<z<t$, silicon ($\epsilon_s$) lie beyond it, and the high-k film ($\epsilon_2$) occupy $-T<z<0$ against a grounded gate. The dipoles are placed just inside the interlayer, so the jump is $D_{\mathbf q}=4\pi P_{\mathbf q}/\epsilon_1$.

At the silicon surface impose $-\epsilon_1\phi'(t)=Y\phi(t)$. Here $Y=\epsilon_sq+\kappa$, and $\kappa$ describes screening by a thin electron layer at that surface; $\kappa=0$ for charge-free silicon. The interlayer solution satisfying this condition is

$$\phi(z)=\phi(t)\left[\cosh q(t-z)+\frac{Y}{\epsilon_1q}\sinh q(t-z)\right].$$

Let $B$ be the bracket at $z=0$. Then $\phi(0^+)=B\phi(t)$, and

$$Y_1\equiv-\frac{\epsilon_1\phi'(0^+)}{\phi(0^+)}=\frac{\epsilon_1q\sinh qt+Y\cosh qt}{B}.$$

On the gate side $\phi\propto\sinh q(z+T)$, so $Y_2\equiv\epsilon_2\phi'(0^-)/\phi(0^-)=\epsilon_2q\coth qT$. Continuity of displacement gives $-Y_1\phi(0^+)=Y_2\phi(0^-)$. Inserting $\phi(0^-)$ into $\phi(0^+)-\phi(0^-)=D_{\mathbf q}$ yields

$$G(q)=\frac{\phi_{\mathbf q}(t)}{D_{\mathbf q}}=\frac{Y_2}{(Y_1+Y_2)B}.$$

For equal permittivities, $T\to\infty$ and $\kappa=0$, we have $Y_1=Y_2=\epsilon q$ and $B=e^{qt}$, which restores $G=e^{-qt}/2$. For finite $T$ the limit $q\to0$ is instead

$$G(0)=\frac{1}{1+\kappa(t/\epsilon_1+T/\epsilon_2)} .$$

It equals one for silicon free of charge to infinite depth. A depletion layer of finite width $W$ gives $Y=\epsilon_sq\coth qW$. For depletion charges of 1 to $6\times10^{12}$ cm$^{-2}$ at 1 V band bending, $G(0)$ is then 0.97 to 0.84, while the $\sigma$ of the example changes by about 0.1 % or less. At flat band, Debye screening by majority carriers at the same dopings ($8\times10^{16}$ to $3\times10^{18}$ cm$^{-3}$) lowers that $\sigma$ by 1 to 15 %. The gate removes the discontinuity between the mean and the long-wavelength terms. A finite-difference solution with $t=10$ Å, $T=20$ Å, $\epsilon_2=20$ and $\epsilon_s=11.7$ gave $G(0)=1.000000$ for $\kappa=0$. It agreed with $G(q)$ within 0.3 % at $q=0.005$, 0.05 and 0.2 Å$^{-1}$, with and without screening.

To use the stack response, replace $F$ by $(4\pi/\epsilon_1)G(q)$ for $q\ne0$ and multiply the mean jump by $G(0)$. For $\kappa\ne0$ this last step is linear response and holds only while the jump changes the electron density by a small fraction. With the inversion layer considered below, a jump of $\pm0.278$ eV changes that density by more than 70 %, and the surface shift is $+0.030$ or $-0.046$ eV rather than the linear $\pm0.034$ eV. The earlier example combines a uniform-medium fluctuation with a gate-referenced mean, which is an approximation. Here it changes $\sigma$ little: the unscreened stack gives 0.0286 eV, 1.9 % lower. This is a cancellation. At the cell's smallest wavevector, $2\pi/L=0.0098$ Å$^{-1}$, the stack response is 0.706 against 0.453 for the uniform medium, while at 0.2 Å$^{-1}$ it is 0.057 against 0.068. Because the stack weights long wavelengths more, its result depends more on cell size: in a large cell it is 0.0289 eV, 1.2 % below the uniform value. Other thicknesses need not cancel in this way.

## Comparison with real gate stacks

The layer thicknesses and permittivities are rough values for hafnium oxide on silicon dioxide on silicon, and a jump of a few tenths of an eV is a plausible dipole shift. The density and moment separately are model choices. At fixed mean jump $n\mu$ is fixed, so for fixed $s/\mu$ the fluctuation varies as $n^{-1/2}$: fewer, stronger dipoles give rougher potentials. The rms normal field of 0.36 MV/cm, a few percent of the rough 10 MV/cm breakdown field of silicon dioxide, refers to the uniform medium at $z=10$ Å. It grows as $1/z^2$, to 1.4 MV/cm at 5 Å and 4 MV/cm at 3 Å. The in-plane field has the same rms value, so the total is $\sqrt2$ larger: 0.51, 2.0 and 5.6 MV/cm. In the unscreened stack the oxide-side normal field at the silicon surface is about 0.9 MV/cm. These fluctuations come on top of the bias field, which is 2.8 to 5.1 MV/cm in the interlayer for the inversion and depletion charges used below. The model leaves out random fixed charge and fixes where the dipoles sit. In the unscreened stack, independent unit charges at the boundary between high-k film and interlayer give $\sigma=0.012$ eV at $10^{12}$ cm$^{-2}$ and 0.027 eV at $5\times10^{12}$ cm$^{-2}$, to be added in quadrature. The same moments placed just inside the high-k film give a jump and a $\sigma$ smaller by the factor $\epsilon_1/\epsilon_2$, that is 80 % lower. The response of the channel is a further large omission. For a two-dimensional electron gas with density of states $g$, $\kappa=4\pi g[1-e^{-n_s/(gk_BT)}]$. With $n_s=5\times10^{12}$ cm$^{-2}$, 300 K, one subband, two valleys and transverse mass $0.19m_e$, as for the lowest subband of a (100) surface, $\kappa=2.02$ Å$^{-1}$ and $\sigma$ falls to 0.0115 eV, 61 % below the uniform result. This overstates the screening. Letting the response fall off at short wavelengths (finite-temperature Lindhard function) reduces the drop to 47 %. The depth of the layer matters more: the same sheet placed 12 Å inside the silicon lowers the surface $\sigma$ by only about 20 %. A self-consistent (100) inversion layer at this density, with depletion charge between 1 and $6\times10^{12}$ cm$^{-2}$, holds 62 to 94 % of its electrons in the lowest subband and has a long-wavelength surface response of 0.7 to 0.9 Å$^{-1}$.

Channel electrons also sample a range of depths. For a density $b^3x^2e^{-bx}/2$ at depth $x$, the filter is multiplied by $[b/(b+q)]^3$. A mean depth $3/b=12$ Å lowers the uniform-medium $\sigma$ by 52 %. At the density above this depth needs a depletion charge near $6\times10^{12}$ cm$^{-2}$; for 1 to $3\times10^{12}$ cm$^{-2}$ the depth is 21 to 15 Å and the reduction is larger. This reduction and the screening were computed separately and must not be added. The 29 meV result therefore describes the bare potential at the silicon surface, not the disorder felt by electrons in strong inversion.

## Stability and failure modes

**Grid spacing.** The filter never amplifies, so propagation away from the dipoles is stable. Recovering dipoles from a map requires $e^{+qz}$ and amplifies noise. In the forward direction, a circular cut-off at $q_m=\pi/h$ loses a fraction $(1+2q_mz)e^{-2q_mz}$ of the large-cell variance. For $z=5$ Å this is about $5\times10^{-5}$, and the square grid retains more. The fraction is 1.4 % at $z=h$ and 18 % at $z=h/2$, and it tends to one as $z/h\to0$. The field needs a finer grid: on the square grid its variance is 0.1 % low at $z=2h$, 9 % low at $z=h$ and 53 % low at $z=h/2$, where the skewness is 16 % low.

**Prescribed positions.** Choosing nodes preserves the white spectrum, and for $z\ge2h$ it changes the skewness by less than 0.3 %, but snapping given positions moves each dipole by up to $h/\sqrt2$ and changes the local potential. Phases evaluated at the true positions avoid this, at a direct cost $O(NM^2)$.

**Finite dipole length.** The factor $\sinh(qd/2)/(qd/2)$ raises $\sigma$ by 0.3 % for $d=2$ Å and $z=10$ Å. The point-dipole filter fails when $z$ approaches $d/2$.

**Correlated sites.** If each site holds at most one dipole, with independent occupation probability $f$, its moment has variance $fm_2-f^2\mu^2$. Since $n$ is $f$ per site area, $m_2$ becomes $m_2-f\mu^2$ in the variance. The periodic mean adds terms at the reciprocal vectors of the site lattice. For 4 Å spacing they are negligible at $z=10$ Å, but at $z=2$ Å they add 1 % to the variance for $f=0.16$ and 22 % for $f=0.9$. For sites 4 Å apart, $f=0.16$ and $\sigma$ falls by 7.5 % to 0.0270 eV, as separate site maps confirm. Longer-range ordering makes the spectrum depend on $q$ and requires a structure factor inside the sum.

**Overflow.** For large $qt$, the hyperbolic functions in $B$ can overflow. Factor out $e^{qt}$ and evaluate the remainder with $e^{-2qt}$.

The numerical output lists the remaining inputs and intermediate values.

## Computed results

```
Coulomb constant C: 14.3996 eV angstrom
Dipole density: 1.00e+14 cm^-2
Moment mean, spread: 0.60, 0.20 e angstrom
Second moment m2: 0.400 (e angstrom)^2
Permittivities interlayer, high-k, Si: 3.9, 20.0, 11.7
Thickness interlayer, high-k: 10.0, 20.0 angstrom
Cell side, grid spacing: 640.0, 2.50 angstrom; grid 256 x 256
Mean number of dipoles: 4096; number of maps: 300
Largest filter error / peak potential: 2.1e-05
Reciprocal sum / area at z=10: 3.955556e-04 angstrom^-2
Infinite-cell value: 3.978874e-04 angstrom^-2
Removed q=0 term 1/A: 2.441406e-06 angstrom^-2
Image term: 1.097e-07 angstrom^-2
Square-lattice sum of 1/R^3: 9.0336
z=5 angstrom: sigma from sum 0.05849 eV
  from maps 0.05863 +/- 0.00006 eV
  infinite-cell formula 0.05853 eV
z=10 angstrom: sigma from sum 0.02918 eV
  from maps 0.02932 +/- 0.00005 eV
  infinite-cell formula 0.02927 eV
z=20 angstrom: sigma from sum 0.01447 eV
  from maps 0.01458 +/- 0.00005 eV
  infinite-cell formula 0.01463 eV
Main sigma at z=10 angstrom: 29.18 meV
Thermal energy at 300 K: 0.02585 eV
Scatter of one variance: theory 5.81 %, maps 5.92 %
Mean jump, grounded gate: 0.2784 eV
Mean if filter limit were used: 0.1392 eV
Jump s.d.: theory 0.00459 eV, maps 0.00490 eV
Sample map: 3996 dipoles, mean 0.2676 eV
Sample s.d. 0.02906 eV, min 0.1953 eV, max 0.4401 eV
Correlation at 15.0 angstrom: theory 0.5090, maps 0.5111
Correlation half-length: 15.33 angstrom = 1.533 nm
Rms normal field: theory 0.3584 MV/cm, maps 0.3597 MV/cm
Stack response at q=0 / jump: 1.000000
q=0.005 angstrom^-1: response stack 0.8260, uniform 0.4756
q=0.05 angstrom^-1: response stack 0.3057, uniform 0.3033
q=0.2 angstrom^-1: response stack 0.0570, uniform 0.0677
Sigma, layered stack: 0.02863 eV (-1.9 %)
Inversion density: 5.0e+12 cm^-2; mass 0.19 m_e
Degeneracy ratio n/(DOS kT): 1.218
Screening strength: 2.023 angstrom^-1
Sigma, stack with screening: 0.01149 eV (-60.6 %)
Sigma, 12 angstrom mean depth: 0.01409 eV (-51.7 %)
Sigma, 2 angstrom dipole length: 0.02925 eV (+0.3 %)
Site occupancy: 0.160; site spacing 4.0 angstrom
Sigma, single occupancy: 0.02700 eV (-7.5 %)
  from site maps: 0.02704 eV
```
